# First-order confinement-energy error from a misplaced hard wall

**Result.** An electron of mass $m$ is confined to $x>0$ by a hard wall at $x=0$. Its Schrödinger equation is solved with the three-point stencil on a uniform mesh of spacing $h$, but the wave function is set to zero at $x=-\theta h$ instead of at the wall. If $\theta$ stays fixed as $h\to0$, each bound level in a given smooth potential obeys, with $\hbar=1$,

$$E_h=E-\theta h\,\frac{|\psi'(0)|^2}{2m}+O(h^2),\qquad \int|\psi|^2dx=1. \tag{1}$$

The slope $\psi'(0)$ cannot vanish: a solution with $\psi(0)=\psi'(0)=0$ is zero everywhere. The error is therefore of first order for $\theta\neq0$, although the stencil is of second order. A zero placed inside the oxide ($\theta>0$) widens the well and lowers the level; a zero placed inside the semiconductor ($\theta<0$) raises it. A cell-centred mesh whose interface is a cell face, with $\psi=0$ imposed at the first oxide cell centre, has $\theta=1/2$.

## Setting and stability

Let a second hard wall stand at $x=L$, and let the nodes be $x_j=(j-\theta)h$ with $x_N=L$ and $\theta<1$. The discrete problem is

$$-\frac{u_{j+1}-2u_j+u_{j-1}}{2mh^2}+V(x_j)u_j=E_hu_j,\qquad u_0=u_N=0. \tag{2}$$

The potential is smooth up to the wall. For the analysis, $V$ and $\psi$ are continued smoothly a little way to the left of it; the matrix never uses that continuation, because $x_1>0$.

Both derivations need to know that (2) is stable. Write $a=x_0=-\theta h$. Let $y(x;\varepsilon)$ solve $y''=2m(V-\varepsilon)y$ with $y(a)=0$, $y'(a)=1$, and let $w_j$ obey the recurrence in (2) at energy $\varepsilon$ with $w_0=0$, $w_1=h$. Define $e_j=y(x_j)-w_j$ and $d_j=(e_{j+1}-e_j)/h$. Since $y''(a)=0$, we have $y(x_1)=h+O(h^3)$, so $d_0=O(h^2)$. Taylor expansion gives

$$y(x_{j+1})-2y(x_j)+y(x_{j-1})=2mh^2(V_j-\varepsilon)y(x_j)+O(h^4).$$

Subtracting the recurrence for $w_j$ and dividing by $h$,

$$d_j=d_{j-1}+2mh(V_j-\varepsilon)e_j+O(h^3),\qquad e_j=e_{j-1}+hd_{j-1}.$$

Thus $|e_j|+|d_j|$ grows by at most a factor $1+Ch$ per step, plus $O(h^3)$. After about $L/h$ steps it is still $O(h^2)$, uniformly for $\varepsilon$ in a bounded region of the complex plane.

The discrete levels are the zeros of $w_N(\varepsilon)$. The zeros of $y(L;\varepsilon)$ are the levels $E(a)$ of the continuum problem with its wall at $a$. These zeros are simple. Indeed, $z=\partial y/\partial\varepsilon$ obeys $-z''/2m+(V-\varepsilon)z=y$. Multiplying by $y$, subtracting $z$ times the equation for $y$, and integrating gives, at a level,

$$\frac{z(L)\,y'(L)}{2m}=\int_a^L y^2dx>0 ,$$

so $z(L)\neq0$. Near a level, $|y(L;\varepsilon)|\ge c\,|\varepsilon-E(a)|$ with $c>0$. On a circle of radius $Kh^2$ around $E(a)$, with $K$ large enough, this exceeds $|y(L;\varepsilon)-w_N(\varepsilon)|$. By Rouché's theorem one discrete level lies inside the circle, and for small $h$ none lies elsewhere in the bounded region. The discrete kinetic matrix is positive, so no discrete level lies below the minimum of $V$. The levels therefore match in order, and

$$E_h=E(a)+O(h^2),\qquad a=-\theta h. \tag{3}$$

## First derivation: the moved wall

Equation (3) says that the stencil converges at second order, but to the levels of a well with its wall at $-\theta h$. It remains to find how a level depends on the wall position.

Let $\psi(x;a)$ be the real normalised state for a wall at $a$, and let $\varphi=\partial\psi/\partial a$ at fixed $x$. Differentiating the Schrödinger equation with respect to $a$ gives

$$-\frac{\varphi''}{2m}+(V-E)\varphi=\frac{dE}{da}\psi.$$

Multiply by $\psi$ and integrate from $a$ to $L$. Two integrations by parts move the derivatives onto $\psi$, and the remaining integral vanishes because $\psi$ solves the Schrödinger equation. The boundary terms are left:

$$\frac{dE}{da}=\frac1{2m}\Big[-\varphi'\psi+\varphi\psi'\Big]_a^L=-\frac{\varphi(a)\psi'(a)}{2m}.$$

Here $\psi$ vanishes at both ends, and $\varphi(L)=0$ because the far wall is fixed. At the moving wall $\psi(a;a)=0$ for every $a$. Its total derivative gives $\varphi(a)+\psi'(a)=0$, so $\varphi(a)=-\psi'(a)$ and

$$\frac{dE}{da}=\frac{|\psi'(a)|^2}{2m}>0. \tag{4}$$

Moving the wall inward raises the level. Expanding, $E(-\theta h)=E(0)-\theta h\,|\psi'(0)|^2/2m+O(h^2)$. Inserting this in (3) gives (1).

A flat well shows both effects in closed form. With $V=0$, the vector $u_j=\sin(k\pi j/N)$ solves (2), since $2\sin qj-\sin q(j+1)-\sin q(j-1)=2(1-\cos q)\sin qj$. With $p=k\pi/(Nh)$ and $Nh=L+\theta h$,

$$E_h=\frac{1-\cos(ph)}{mh^2}=\frac{p^2}{2m}\Big(1-\frac{p^2h^2}{12}+\dots\Big)=E\Big(1-\frac{2\theta h}{L}+O(h^2)\Big).$$

The cosine contributes the second-order stencil error, and the wrong width contributes the first-order error.

## Second derivation: the missing ghost value

The same result follows without considering a family of wells. Insert the true state $\psi$, with its zero at $x=0$, into the matrix $H_h$ of (2). For $j\ge2$ the stencil leaves the ordinary truncation residual

$$r_j=(H_h\psi-E\psi)_j=-\frac{h^2}{24m}\psi''''(x_j)+O(h^4). \tag{5}$$

At $j=1$ the matrix puts zero where the continued state has the value $\psi(x_0)$. The full stencil would contain $-\psi(x_0)/(2mh^2)$. Omitting this term leaves the additional residual $+\psi(x_0)/(2mh^2)$. Since $\psi(0)=0$, the Schrödinger equation gives $\psi''(0)=0$, so $\psi(-\theta h)=-\theta h\psi'(0)+O(h^3)$ and

$$r_1=-\frac{\theta\,\psi'(0)}{2mh}+O(h). \tag{6}$$

This residual grows as the mesh is refined, but it sits at one node, next to a zero of the wave function. To weigh it, take the discrete eigenvector $u$ with $h\sum u_j^2=1$. Because $H_h$ is symmetric,

$$(E_h-E)\,h\sum_j u_j\psi(x_j)=h\sum_j u_jr_j. \tag{7}$$

The stability argument supplies what is needed about $u$. A start displaced by $O(h)$ moves a simple zero of $y(L;\varepsilon)$ by $O(h)$, so $E_h-E=O(h)$. Also $u_j=w_j/\|w\|$ with $w_1=h$, which gives $u_1=h\psi'(0)+O(h^2)$ when the signs of $u$ and $\psi$ agree. The sum on the left of (7) is $1+O(h)$. On the right, the ordinary residuals contribute $O(h^2)$, and node 1 contributes

$$h\,u_1r_1=h\cdot h\psi'(0)\cdot\Big(-\frac{\theta\psi'(0)}{2mh}\Big)+O(h^2)=-\theta h\frac{|\psi'(0)|^2}{2m}+O(h^2).$$

This is (1) again. The powers of $h$ are visible: $h^{-1}$ from the residual, $h$ from the wave function and $h$ from the cell width.

For $\theta=0$ only (5) remains. Since $\psi$ and $\psi''$ vanish at both walls, $\int\psi\psi''''dx=\int(\psi'')^2dx$, and $\psi''=2m(V-E)\psi$. Hence

$$E_h-E=-\frac{mh^2}{6}\big\langle(V-E)^2\big\rangle+o(h^2). \tag{8}$$

The second derivation also provides the repair. Instead of zero, give the ghost node the value on the straight line through the true wall and node 1:

$$u_0=-\frac{\theta}{1-\theta}u_1 .$$

In the first row of the kinetic matrix, $2u_1-u_0$ then replaces $2u_1$, so the diagonal element 2 becomes $2+\theta/(1-\theta)$, which is 3 for $\theta=1/2$. The matrix remains symmetric and tridiagonal. Because $\psi''(0)=0$, the line misses the ghost value by $O(h^3)$. The residual at node 1 is then $O(h)$, and its weight $hu_1=O(h^2)$ makes the energy effect $O(h^3)$. The stability argument holds with $w_1=(1-\theta)h$, so the error returns to (8) at leading order.

## What each derivation assumes

Both use a potential smooth up to the wall, a fixed $\theta<1$, a hard wall and the same stability estimate. They use that estimate differently. The first needs its full strength, second-order convergence for every nearby wall position, and it needs the level to be differentiable in that position. In return it identifies the discrete answer as the accurate solution of a wrong well, so a more accurate interior stencil whose solution still vanishes at $x_0$ keeps the same first-order term. A wider stencil also needs further ghost values, and these can move the effective wall themselves: a five-point stencil with both ghost values set to zero places it about $0.08h$ inside $x_0$ and is first order even for $\theta=0$. The second needs only first-order convergence of the eigenvector, both in its overlap with $\psi$ and in its slope at the wall, and a local expansion of $\psi$. It locates the error in one matrix element and shows how to correct it.

Neither proof, as written, covers a potential singular at the wall, such as an unregularised image potential varying as $1/x$: the potential then has no smooth continuation through the wall, and $\psi''(0)\neq0$, so the remainder estimates would have to be derived anew. If $\theta$ changes from mesh to mesh, the error is still $O(h)$ for bounded $\theta$, but it need not halve when $h$ halves.

## The slope as a force, and Poisson feedback

Multiply the Schrödinger equation by $\psi'$. This gives $-(\psi'^2)'/4m+(V-E)(\psi^2)'/2=0$. Integrating over the well, with the second term integrated by parts,

$$\frac{|\psi'(0)|^2-|\psi'(L)|^2}{2m}=\Big\langle\frac{dV}{dx}\Big\rangle. \tag{9}$$

When the state has decayed before it reaches the far wall, the coefficient $|\psi'(0)|^2/2m$ in (1) is the mean force pressing the electron towards the wall at $x=0$. Below, the slope of a level means this coefficient: the lowering of the level per unit outward displacement of the wall. For the half-oscillator $V=x^2/2$ with $m=1$, the state $\psi\propto xe^{-x^2/2}$ at $E=3/2$ has $|\psi'(0)|^2/2=2/\sqrt\pi=1.128$. The derivative found from the exact levels of slightly displaced wells is also 1.128.

In an inversion layer the potential depends on the charge. Take a uniform depletion force $F_{dep}$ and a fixed inversion charge that contributes $F_{inv}$ at the surface. If $Q(x)$ is the fraction of inversion charge between the wall and $x$, then $V'=F_{dep}+F_{inv}(1-Q)$. With one occupied subband, the ground state has

$$\langle V'\rangle=F_{dep}+F_{inv}\int_0^1(1-Q)\,dQ=F_{dep}+\tfrac12F_{inv}.$$

This is its slope if the potential is frozen at the correct solution.

If the potential is recomputed, the whole solution can follow the wall. Let $U(x)$ be the correct potential, with $U(0)=0$. For a wall at $-\delta$, the function $U(x+\delta)-U(\delta)$ has the correct force law and vanishes at the true interface. Every level shifts by

$$-U(\delta)=-F_s\delta+O(\delta^4),\qquad F_s=F_{dep}+F_{inv}, \tag{10}$$

because $Q(\delta)=O(\delta^3)$. The slope is now the surface force for every subband, whatever the occupations, provided they and the total charge are unchanged and the levels are measured from the band edge at the true interface. At a fixed depth beyond the charge the potential itself changes by $(F_{dep}-F_s)\delta=-F_{inv}\delta$, so measured from the band edge there the levels shift by only $-F_{dep}\delta$. Subband spacings have no first-order error, but the charge centroid moves by $-\delta$. If Poisson's equation is integrated from the true interface, the charge in the sliver outside it is missed, which alters the argument only at higher order.

## A silicon inversion layer

The following inputs define a model that only roughly represents silicon (100): a normal mass set to $0.916\,m_0$, relative permittivities set to 11.7 for silicon and 3.9 for the oxide, and a surface field of 1 MV/cm, of which 0.2 MV/cm comes from depletion charge. One subband is occupied, with $5.2\times10^{12}$ electrons per cm². The forces are $F_s=0.100$ eV/nm and $F_{dep}+F_{inv}/2=0.02+0.04=0.060$ eV/nm. The mesh ends near 30 nm. Since $V\ge F_{dep}x$, the potential there is at least 0.6 eV, far above the two lowest levels at 0.153 and 0.213 eV, so the far wall has negligible influence.

The self-consistent errors of the lowest level, relative to an extrapolated fine-mesh solution of the same model, are as follows in eV, with $\theta=1/2$ in the last two columns.

| $h$ (nm) | aligned | misplaced | repaired |
|---|---|---|---|
| 0.40 | −0.00173 | −0.0213 | −0.00177 |
| 0.20 | −0.00041 | −0.0104 | −0.00042 |
| 0.10 | −0.00010 | −0.0051 | −0.00010 |
| 0.05 | −0.00003 | −0.0025 | −0.00003 |

Between the last two meshes the observed orders are 2.00, 1.01 and 2.00. At $h=0.2$ nm, equation (10) predicts $-0.100\times0.5\times0.2=-0.0100$ eV. Adding the aligned error gives −0.0104 eV, as found. This is 7% of the level energy measured from the interface band edge, against 0.3% for the aligned mesh. Measured from the band edge deep in the silicon, the first-order shift is only $-0.020\times0.1=-0.002$ eV.

At $h=0.1$ nm the measured feedback slopes of the two lowest levels are both 0.100 eV/nm, or 0.0100 eV/Å, and they remain so when the occupation is divided 60/40 between them. In the frozen potential the slopes are 0.060 and 0.032 eV/nm, equal to the respective mean forces. A frozen calculation therefore also distorts the spacing: at $h=0.2$ nm, the first-order change is $(0.060-0.032)\times0.1\approx0.003$ eV.

For an error of 0.001 eV relative to the interface band edge in this self-consistent example, the misplaced mesh needs $h=0.001/(0.100\times0.5)=0.020$ nm. The aligned mesh needs about 0.31 nm, estimated by scaling its error at 0.2 nm. This figure, like the aligned and repaired columns of the table, assumes that the charge in Poisson's equation is integrated with a cubic spline; other rules add a second-order error of their own, which also enters the misplaced column. Trapezoidal integration requires about 0.25 nm and a three-point box Poisson step allows about 0.37 nm; at $h=0.40$ nm the aligned error is −0.0026 eV for the first and −0.0011 eV for the second. The misplaced centroid at $h=0.2$ nm is 0.10 nm too close to the oxide, out of 1.48 nm. Multiplied by the permittivity ratio $3.9/11.7$, this is equivalent to 0.033 nm of oxide.

Real devices depart from the model in ways that matter as much. With a rough oxide barrier of 3.1 eV and oxide mass $0.5\,m_0$, the wave function penetrates the oxide with decay constant $\kappa$. Continuity of $\psi'/m$ makes its linear extrapolation vanish at $-m_{ox}/(m\kappa)=-0.087$ nm. In a frozen triangular well with force 0.060 eV/nm this lowers the ground level by 0.005 eV. If the potential follows the charge, the surface force applies instead, as in (10), and the lowering is about $0.100\times0.087\approx0.009$ eV. The displacement is physical and independent of $h$, so a half-cell error can imitate it at one mesh spacing but not under refinement. The oxide field is 3 MV/cm, and the estimated tunnelling factor through 3 nm of oxide is about $10^{-15}$, so leakage is negligible for the levels. The single-subband assumption is reasonable at 77 K, where an estimate in the fixed potential puts 2% of the electrons elsewhere, but not at 300 K, where it puts 45% elsewhere (about 34% when the potential is allowed to follow the occupations). A metal gate behind 3 nm of oxide reduces the image energy at the centroid to about +0.003 eV; for a thick oxide it is about +0.01 eV (its mean over the state is somewhat larger, because $\langle1/x\rangle>1/\langle x\rangle$), and a strictly two-dimensional exchange estimate at the band bottom is −0.05 eV, a third of the level energy; this uses the silicon permittivity alone, and with the finite thickness of the state and the image terms it lies between about −0.04 and −0.06 eV. The table therefore measures numerical error within a Hartree model, not the accuracy of a predicted device level. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
HALF-OSCILLATOR (dimensionless)
E=1.5: dE/da from roots 1.1284, |psi'|^2/2 1.1284
  mean force 1.1284, aligned h^2 coefficient -0.1562
E=3.5: dE/da from roots 1.6926, |psi'|^2/2 1.6926
  mean force 1.6926, aligned h^2 coefficient -0.7812
SILICON (100) INVERSION LAYER, rough inputs
normal mass 0.916 m0; light normal mass 0.19 m0
surface field 1.0 MV/cm; depletion part 0.2 MV/cm
relative permittivity: Si 11.7, oxide 3.9
sheet density 5.173e+12 cm^-2
misplaced fraction theta 0.50; mesh depth 30 nm
reference E0 0.152734 eV; E1 0.212517 eV
charge centroid 1.4816 nm
Errors of E0 in eV, self-consistent:
h (nm)   aligned     misplaced   repaired
0.40   -1.726e-03  -2.132e-02  -1.767e-03
0.20   -4.088e-04  -1.037e-02  -4.218e-04
0.10   -1.034e-04  -5.098e-03  -1.042e-04
0.05   -2.592e-05  -2.525e-03  -2.596e-05
observed orders: 1.996, 1.014, 2.005
surface force F_s 0.1000 eV/nm = 0.01000 eV/angstrom
self-consistent slopes E0,E1: 0.09989, 0.09977 eV/nm
same, 60/40 occupation: 0.09990, 0.09980 eV/nm
F_dep + F_inv/2: 0.0600 eV/nm
frozen slopes E0,E1: 0.05996, 0.03168 eV/nm
mean forces E0,E1: 0.06000, 0.03170 eV/nm
frozen E0 change, h=0.2 nm: -0.006260 eV
centroid change, h=0.2 nm: -0.10036 nm
as oxide thickness: -0.03345 nm
misplaced h for 0.001 eV error: 0.0200 nm
aligned h for 0.001 eV (estimate): 0.313 nm
NEGLECTED EFFECTS, estimates
oxide barrier 3.1 eV; oxide mass 0.5 m0
penetration as wall displacement 0.0873 nm
triangular-well E0, hard wall 0.12416 eV
penetration change: Airy -0.00520 eV, slope rule -0.00524 eV
oxide field 3.00 MV/cm
WKB factor, 3 nm oxide: 1.3e-15
lowest light-normal-mass level 0.2119 eV
fraction outside lowest subband, 77 K: 0.018
fraction outside lowest subband, 300 K: 0.452
image energy at centroid 0.0104 eV
2D exchange at band bottom -0.0496 eV
```
